# Muon local fields in propagation-vector magnets from Lorentz-sphere sums

## The problem

A positive muon stopped in a magnet precesses in the magnetic field at its interstitial site. If the magnetic period does not fit the crystal lattice, muons at the same crystallographic site in different cells generally feel different fields, and where the field magnitudes differ their precession dephases. To compare a proposed structure and site with a measured signal, one must sum the fields of all moments. The dipole field falls as \(1/r^3\) while the number of moments in a shell grows as \(r^2\), so the sum does not converge absolutely. We need a summation rule, the terms it leaves out, and an error estimate.

We assume static classical point moments on a rigid lattice, a point muon that does not disturb them, and no applied field. Algebra is in atomic units, where \(\mu_0=4\pi\alpha^2\) and the Bohr magneton is \(\mu_B=1/2\). Moments \(\mathbf m\) are counted in Bohr magnetons, and fields are stated as the energy \(\mathbf b=\mu_B\mathbf B\). A moment at \(\mathbf x\) from the muon gives \(\mathbf B=\alpha^2T(\mathbf x)\,\mathbf m/2\), hence

\[
\mathbf b=K\,T(\mathbf x)\,\mathbf m,\qquad K=\frac{\alpha^2}{4},\qquad
T_{ij}=\frac{3x_ix_j-r^2\delta_{ij}}{r^5}=\partial_i\partial_j\frac1r .
\]

Let \(\boldsymbol\ell\) be a lattice vector, \(\mathbf d_\nu\) an atom's position in the cell, and \(v\) the cell volume. The structure is

\[
\mathbf m_\nu(\boldsymbol\ell)=\mathbf m^0_\nu+\mathrm{Re}\left[\mathbf S_\nu e^{-i\mathbf k\cdot\boldsymbol\ell}\right],
\]

where \(\mathbf k\) is not a reciprocal-lattice vector. For a muon at \(\mathbf L+\mathbf r_\mu\), put \(\boldsymbol\ell=\mathbf L+\boldsymbol\ell'\). The modulated dipolar field becomes

\[
K\,\mathrm{Re}\Big[e^{-i\mathbf k\cdot\mathbf L}\sum_\nu D_\nu(\mathbf k)\mathbf S_\nu\Big],\qquad
D_\nu(\mathbf k)=\sum_{\boldsymbol\ell}e^{-i\mathbf k\cdot\boldsymbol\ell}\,T(\boldsymbol\ell+\mathbf d_\nu-\mathbf r_\mu).
\]

One set of tensors therefore serves all muon cells. The sum runs over atoms within a distance \(R\) of the muon, and \(R\) is then increased.

## Uniform part: Lorentz and demagnetizing terms

For \(\mathbf k=0\), compare \(T\) at each atom with its average over a cell around that atom. They differ by \(O(r^{-4})\), because \(T\) varies by that amount across a cell. These differences sum absolutely, with a remainder \(O(1/R)\). The integral of \(T\) over a spherical shell vanishes, because the angular average of \(3\hat x_i\hat x_j\) is \(\delta_{ij}\). The \(O(R^2)\) cells cut by the sphere contribute at most \(O(R^2R^{-3})\). The sphere sum thus converges, with an error bounded by a constant times \(1/R\).

The atoms between the sphere and the sample surface still act. Far from the muon their sum may be replaced by an integral. Since \(T_{ij}=-\partial_i(x_j/r^3)\), the divergence theorem gives

\[
\int T_{ij}\,d^3x=\frac{4\pi}{3}\delta_{ij}-4\pi N_{ij},\qquad
N_{ij}=\frac1{4\pi}\oint_{\rm sample}\frac{n^S_i x_j}{r^3}\,dA .
\]

The inner sphere contributes with a plus sign because its normal, pointing out of the region, points towards the muon.

For an ellipsoid \(\mathbf y\cdot A\mathbf y=1\), \(N\) does not depend on where the muon sits. Let the muon be at \(\mathbf y_0\), and let a ray along the unit vector \(\mathbf n\) reach the surface at distance \(\rho\). There \(\mathbf n^S\propto A(\mathbf y_0+\rho\mathbf n)\) and \(dA=\rho^2d\Omega/(\mathbf n^S\cdot\mathbf n)\), so

\[
N_{ij}=\frac1{4\pi}\int d\Omega\;\frac{[A(\mathbf y_0+\rho\mathbf n)]_i\,n_j}{\mathbf n\cdot A(\mathbf y_0+\rho\mathbf n)} .
\]

Write \(q=\mathbf n\cdot A\mathbf n\) and \(p=\mathbf n\cdot A\mathbf y_0\). The surface condition \(q\rho^2+2p\rho+\mathbf y_0\cdot A\mathbf y_0-1=0\) has the positive root \(\rho=(s-p)/q\), with \(s=\sqrt{p^2+q(1-\mathbf y_0\cdot A\mathbf y_0)}\). The denominator is \(p+q\rho=s\), and the integrand is

\[
\frac{(A\mathbf y_0)_in_j}{s}+\frac{(A\mathbf n)_in_j}{q}-\frac{p\,(A\mathbf n)_in_j}{qs}.
\]

Both \(s\) and \(q\) are even under \(\mathbf n\to-\mathbf n\), so the first and third terms are odd and integrate to zero. What remains is independent of \(\mathbf y_0\):

\[
N_{ij}=\frac1{4\pi}\int d\Omega\,\frac{(A\mathbf n)_in_j}{\mathbf n\cdot A\mathbf n}.
\]

With \(\mathbf M=\sum_\nu\mathbf m^0_\nu/v\), the exterior adds \(4\pi K(\mathbf 1/3-N)\mathbf M\): the Lorentz term minus the demagnetizing term. In a spherical sample, where \(N=\mathbf 1/3\), they cancel. The formula assumes uniform magnetization. A multidomain sample needs its actual domain pattern.

## Modulated part: no shape term, but a size condition

Let \(\Sigma_R\) be the sphere sum for \(\mathbf k\ne0\), with \(\mathbf x=\boldsymbol\ell+\mathbf d_\nu-\mathbf r_\mu\). Choose a lattice vector \(\mathbf t\) with \(e^{-i\mathbf k\cdot\mathbf t}\neq1\). Multiplying \(\Sigma_R\) by this phase and relabelling \(\boldsymbol\ell+\mathbf t\to\boldsymbol\ell\) shifts the argument of \(T\) and the sphere by \(\mathbf t\). Subtraction gives

\[
(1-e^{-i\mathbf k\cdot\mathbf t})\,\Sigma_R=\sum_{|\mathbf x|<R}e^{-i\mathbf k\cdot\boldsymbol\ell}\,[T(\mathbf x)-T(\mathbf x-\mathbf t)]+O(|\mathbf t|/R).
\]

The bracket is \(O(r^{-4})\), so its sum converges absolutely. The last term comes from atoms lying in one sphere but not in the other. If a sample of another shape grows in all directions around the muon, its surface term also vanishes, and the limit is the same. The modulated part therefore acquires neither a Lorentz nor a demagnetizing term.

The size condition is in the surface term. For small \(|\mathbf k|\), a phase appreciably different from 1 requires \(|\mathbf t|\) of order \(1/|\mathbf k|\), so for the bare sphere sum \(R\) must be much larger than \(1/|\mathbf k|\). A distance \(d\gg1/|\mathbf k|\) from the muon to the sample surface likewise suffices for the bulk limit. Whether it is needed depends on geometry. For a flat surface parallel to \(\mathbf k\), the missing half-space contributes about \((2\pi/v)e^{-|\mathbf k|d}\) per sublattice. If \(\mathbf k\) is normal to a family of lattice planes and the surface is parallel to them, each missing plane of a sublattice is uniformly magnetized, its field dies off within a few in-plane repeat distances, and no such condition arises.

For small \(|\mathbf k|\) the leading truncation error can be computed. Take \(\mathbf k\) in the first Brillouin zone and replace the missing exterior atoms by a smooth density \(1/v\). This drops the density components at \(\mathbf k+\mathbf G\) with \(\mathbf G\ne0\). Since \(\boldsymbol\ell=\mathbf x+\mathbf r_\mu-\mathbf d_\nu\), we need the integral of \(e^{-i\mathbf k\cdot\mathbf x}T\) over \(r>R\). By rotational symmetry and zero trace,

\[
\int d\Omega\,e^{-i\mathbf k\cdot\mathbf x}(3\hat x_i\hat x_j-\delta_{ij})=a(z)(3\hat k_i\hat k_j-\delta_{ij}),\qquad z=kr .
\]

Contracting with \(\hat k_i\hat k_j\) gives \(2a=2\pi\int_{-1}^1e^{-izu}(3u^2-1)\,du\). Let \(j_0=\sin z/z\) and \(j_1=-j_0'\). Since \(\int_{-1}^1 e^{-izu}du=2j_0\), each factor \(u^2\) is produced by \(-d^2/dz^2\), and \(a=\pi(-6j_0''-2j_0)\). Differentiating \(zj_0=\sin z\) twice gives \(j_0''=-j_0+2j_1/z\). Hence

\[
a=4\pi\left(j_0-\frac{3j_1}{z}\right)=4\pi z\,\frac{d}{dz}\frac{j_1}{z},
\]

where the last step uses \(j_1'=-j_0''=j_0-2j_1/z\). The radial integral \(\int_{kR}^\infty a\,dz/z\) is then elementary, and the correction to add to \(D_\nu\) is

\[
E_\nu=-\frac{4\pi}{v}\,e^{-i\mathbf k\cdot(\mathbf r_\mu-\mathbf d_\nu)}\,(3\hat{\mathbf k}\hat{\mathbf k}-\mathbf 1)\,\frac{j_1(kR)}{kR}.
\]

For \(kR\gg1\) it decays as \((kR)^{-2}\). Each dropped component gives a term of the same form with \(\mathbf k\) replaced by \(\mathbf k+\mathbf G\), decaying as \((|\mathbf k+\mathbf G|R)^{-2}\). \(E_\nu\) therefore dominates the error when \(|\mathbf k|\ll|\mathbf k+\mathbf G|\) for all \(\mathbf G\ne0\), except at radii close to a zero of \(j_1(kR)\), where \(E_\nu\) itself vanishes; near the zone boundary the dropped terms of each \(D_\nu\) are comparable to it, although some of them can cancel in the sum over sublattices. For \(kR\to0\), \(j_1(z)/z\to1/3\), and apart from the phase \(E_\nu\to(4\pi/v)(\mathbf 1/3-\hat{\mathbf k}\hat{\mathbf k})\). This has the form of the uniform exterior term with \(N=\hat{\mathbf k}\hat{\mathbf k}\), the value for a slab normal to \(\mathbf k\). It does not shrink with \(k\), so a sphere smaller than the magnetic period can look converged and be wrong.

## An independent reference

Ewald summation splits \(1/r\) into \(\mathrm{erfc}(\eta r)/r\), summed directly, and \(\mathrm{erf}(\eta r)/r\), the potential of a unit Gaussian charge with Fourier transform \((4\pi/q^2)e^{-q^2/4\eta^2}\). Two derivatives give \(-q_iq_j\), and the lattice sum selects \(\mathbf q=\mathbf k+\mathbf G\). The second part of \(D_\nu\) is

\[
-\frac{4\pi}{v}\sum_{\mathbf G}\frac{q_iq_j}{q^2}\,e^{-q^2/4\eta^2}\,e^{i\mathbf q\cdot(\mathbf d_\nu-\mathbf r_\mu)} .
\]

At \(\mathbf k=0\) the term \(\mathbf q=0\) is undefined. For a large sphere its value is \(v^{-1}\int\partial_i\partial_j[\mathrm{erf}(\eta r)/r]\,d^3x\). By the divergence theorem this is a surface integral of \(-\hat x_i\hat x_j/R^2\), equal to \(-(4\pi/3v)\delta_{ij}\). The Ewald sum without \(\mathbf q=0\) thus equals the sphere sum plus \(4\pi/(3v)\), which is the Lorentz term.

## Contact term

Spin density can also overlap the muon. Let a smooth moment density \(n(\mathbf x)\boldsymbol\mu\) surround it. Its current is \(\nabla n\times\boldsymbol\mu\), and the Biot–Savart law at the origin gives

\[
\frac{\mathbf B}{\alpha^2}=\int\frac{(\nabla n\times\boldsymbol\mu)\times(-\mathbf x)}{r^3}\,d^3x
=\int\frac{\nabla n\,(\mathbf x\cdot\boldsymbol\mu)-\boldsymbol\mu\,(\mathbf x\cdot\nabla n)}{r^3}\,d^3x .
\]

Exclude a small sphere, whose contribution vanishes with its radius, and integrate by parts. The first term gives \(\int nT\boldsymbol\mu\,d^3x-(4\pi/3)n(0)\boldsymbol\mu\). In the second, \(\nabla\cdot(\mathbf x/r^3)=0\) away from the origin, so only the surface term \(+4\pi n(0)\boldsymbol\mu\) remains. Therefore

\[
\frac{\mathbf B}{\alpha^2}=\int nT\boldsymbol\mu\,d^3x+\frac{8\pi}{3}n(0)\boldsymbol\mu,
\]

with the angular integral done first. We approximate the integral by point dipoles. We also assume that each neighbour produces, per unit of its own moment, a collinear moment density \(\eta_\nu(\boldsymbol\ell)\) at the muon, where \(\boldsymbol\ell\) is counted from the muon's cell. This \(\eta_\nu\) is an input, to be calculated or fitted, and is unrelated to the Ewald parameter. It can have either sign: in iron, cobalt and nickel the contact field at the muon is antiparallel to the magnetization. The positive value used below is a model choice. With \(C_\nu(\mathbf k)=\sum_{\boldsymbol\ell}\eta_\nu(\boldsymbol\ell)e^{-i\mathbf k\cdot\boldsymbol\ell}\), the complete result is

\[
\mathbf b(\mathbf L)=\mathbf b_0+\mathrm{Re}\left[e^{-i\mathbf k\cdot\mathbf L}\mathbf F\right],\qquad
\mathbf F=K\sum_\nu\Big[D_\nu(\mathbf k)+\frac{8\pi}{3}C_\nu(\mathbf k)\Big]\mathbf S_\nu,
\]

\[
\mathbf b_0=K\Big\{\sum_\nu\Big[D_\nu(0)+\frac{8\pi}{3}C_\nu(0)\Big]\mathbf m^0_\nu+4\pi\Big(\frac{\mathbf 1}{3}-N\Big)\mathbf M\Big\}.
\]

## Algorithm and field distribution

1. List the atoms within \(R\) of the muon and accumulate \(D_\nu(0)\) and \(D_\nu(\mathbf k)\).
2. Add \(E_\nu\) to \(D_\nu(\mathbf k)\).
3. Add the contact sums. Add the Lorentz and demagnetizing terms to \(\mathbf b_0\) alone.
4. Increase \(R\) until the fields are stable. A tensor error \(\delta D\) produces a field error of order \(K|\mathbf S|\,\delta D\). The work grows as \(R^3/v\).
5. Evaluate \(\mathbf b(\mathbf L)\) over the phases \(\varphi=\mathbf k\cdot\mathbf L\), and repeat for each crystallographically equivalent site, since the magnetic order may distinguish them.

For incommensurate \(\mathbf k\) the phases are uniformly distributed. Writing the real part as half the sum of a vector and its conjugate,

\[
\left|\mathrm{Re}(e^{-i\varphi}\mathbf F)\right|^2=\tfrac12|\mathbf F|^2+\tfrac12\mathrm{Re}\left(e^{-2i\varphi}\,\mathbf F\cdot\mathbf F\right),
\]

without conjugation in \(\mathbf F\cdot\mathbf F\). The oscillating field traces an ellipse with squared semi-axes \((|\mathbf F|^2\pm|\mathbf F\cdot\mathbf F|)/2\).

If \(\mathbf b_0\) is perpendicular to the ellipse, it adds \(b_0^2\) to both extremes, and \(u=b^2\) equals a constant plus \(h\cos\theta\) with \(\theta\) uniform. For \(h>0\) the density of \(u\) is \(1/(\pi h|\sin\theta|)\), where \(h|\sin\theta|=\sqrt{(u-b_{\min}^2)(b_{\max}^2-u)}\). Since \(du=2b\,db\),

\[
p(b)=\frac2\pi\,\frac{b}{\sqrt{(b^2-b_{\min}^2)(b_{\max}^2-b^2)}} .
\]

For other directions of \(\mathbf b_0\) the phase is sampled numerically. A muon keeps its spin component along the local field while the perpendicular component rotates at \(\nu=2\mu_\mu B/h_{\rm P}\), where \(\mu_\mu\) is the muon moment and \(h_{\rm P}\) Planck's constant. The spread of \(b\) therefore dephases the rotating part even though every field is static.

## Worked example and errors

Take a model body-centred tetragonal magnet with \(a=4\) Å, \(c=6\) Å and two moments in \(v=96\) Å\(^3\). Each moment has 0.5 Bohr magnetons along \(z\) and a 1.5 Bohr magneton spiral in the \(xy\) plane. At position \(\mathbf p\) the spiral is \(1.5\,\mathrm{Re}[(\hat{\mathbf x}+i\hat{\mathbf y})e^{-i\mathbf k\cdot\mathbf p}]\), with \(\mathbf k\) along \(z\), reduced component \(\sqrt2/10\), and \(k=0.1481\) Å\(^{-1}\). The muon is at \((2,0,0)\) Å, 2 Å from two moments with \(\eta=0.01\) Å\(^{-3}\) each. The sample is a prolate spheroid of aspect ratio 2 along \(z\), for which

\[
N_z=\int_0^1\frac{u^2\,du}{u^2+4(1-u^2)}=0.1736 .
\]

The largest error of any element of \(\sum_\nu e^{-i\mathbf k\cdot\mathbf d_\nu}D_\nu(\mathbf k)\), as an absolute difference from the Ewald value, is:

| \(R\) (Å) | bare sphere (Å\(^{-3}\)) | with \(E_\nu\) (Å\(^{-3}\)) |
|---|---|---|
| 20 | 0.0613 | 0.0010 |
| 40 | 0.0147 | 0.0005 |
| 80 | 0.0030 | 0.0001 |
| 120 | 0.0008 | 0.0001 |

With reduced component 0.02 and \(R=60\) Å, the bare error is 0.149 Å\(^{-3}\) and the corrected one 0.0002 Å\(^{-3}\). Summing the original spiral over a whole finite spheroid with semi-axes 80, 80 and 160 Å, with the muon \((20,0,40)\) Å off centre, reproduces the Ewald tensor to 0.0003 Å\(^{-3}\). The error depends on the position and reaches 0.0009 Å\(^{-3}\) at \((10,10,80)\) Å. A shape term, had there been one, would have changed the \(zz\) element by \(4\pi(2/96)(1/3-0.1736)=0.042\) Å\(^{-3}\).

For the fields we use \(R=120\) Å and \(K=53.68\) µeV Å\(^3\). Reflections in \(x\) and \(y\) through the muon leave the lattice and \(\mathbf k\) unchanged, so the tensors are diagonal. The reflection in \(z\) also leaves the lattice unchanged and pairs each phase \(e^{-i\mathbf k\cdot\mathbf p}\) with its conjugate, so the summed diagonal elements are real and the \(x\) and \(y\) amplitudes are the semi-axes of the ellipse. With \(M=2(0.5)/96\) Å\(^{-3}\), the uniform part along \(z\) is, in µeV:

- dipolar: \(53.68\times0.5\times(-0.1986)=-5.33\);
- Lorentz: \(53.68\times(4\pi/3)M=2.34\);
- demagnetizing: \(-53.68\times4\pi\times0.1736\,M=-1.22\);
- contact: \(53.68\times(8\pi/3)(0.02)(0.5)=4.50\).

The sum is 0.29 µeV, a small remainder of larger terms. The numerical check asserts agreement of the \(\mathbf k=0\) tensor with Ewald within 0.002 Å\(^{-3}\), which bounds the summation error of this sum by \(53.68\times0.5\times0.002=0.05\) µeV. A 10% change in \(\eta\) shifts it by 0.45 µeV, more than the sum itself.

For the spiral, the dipolar amplitudes are \(53.68\times1.5\times0.5143=41.4\) µeV along \(x\) and \(53.68\times1.5\times(-0.1420)=-11.4\) µeV along \(y\). Contact adds \(53.68\times1.5\times(8\pi/3)(0.02)=13.5\) µeV to each, giving semi-axes of 54.9 and 2.06 µeV. The short axis is again a near-cancellation: a 10% change in \(\eta\) shifts it by 1.35 µeV, far more than the summation error.

Since \(\mathbf b_0\) is perpendicular to the ellipse, the edges of the distribution are

\[
b_{\min}=\sqrt{2.06^2+0.29^2}=2.08\ \text{µeV},\qquad b_{\max}=\sqrt{54.90^2+0.29^2}=54.9\ \text{µeV},
\]

or 0.036 T and 0.95 T, with muon frequencies of 4.9 and 129 MHz. The middle half of this range holds a fraction 0.371 of the muons, both from \(p(b)\) and by counting cells. A flat distribution would put 0.5 there. Integrating \(p(b)\) gives the fraction below \(b\) as \((2/\pi)\arcsin\sqrt{(b^2-b_{\min}^2)/(b_{\max}^2-b_{\min}^2)}\), so the lowest quarter holds 0.178, less than the flat 0.25, and the highest quarter holds 0.451.

Finally, explicit moments summed around the muon in cell \((1,-2,3)\) give \((-48.83,\,0.96,\,0.29)\) µeV, against \((-48.81,\,0.94,\,0.29)\) µeV from the Fourier formula with Ewald tensors for the spiral. The \(z\) components agree by construction, since both use the same sphere sum for the uniform part; only \(x\) and \(y\) test the formula. The explicit sum omits \(E_\nu\). The largest bare error at 120 Å, 0.0008 Å\(^{-3}\), lies in the \(zz\) element, which the spiral does not use. The \(xx\) and \(yy\) errors are \(+0.00036\) and \(+0.00048\) Å\(^{-3}\). Multiplied by \(53.68\times1.5\) and by the cosine and sine of \(\mathbf k\cdot\mathbf L=2.666\) rad, they give \(-0.026\) and \(+0.018\) µeV, matching the unrounded differences of \(-0.026\) and \(+0.017\) µeV.

## Table of computed values

```
dipole constant K = 53.6815 micro-eV angstrom^3
cell edges a, c = 4.0, 6.0 angstrom
cell volume = 96.0 angstrom^3 (two moments)
muon position = [2. 0. 0.] angstrom
reduced propagation vector, z = 0.141421
|k| = 0.148096 1/angstrom
uniform, spiral moment = 0.5, 1.5 Bohr magnetons
contact density per neighbour = 0.01 1/angstrom^3
nearest moments: 2 at 2.000 angstrom
spheroid aspect ratio = 2.0, N_z = 0.17356
sphere radius for the example = 120 angstrom
largest tensor error against Ewald, 1/angstrom^3:
  R =    20 angstrom: bare 0.06129, with exterior 0.00104
  R =    40 angstrom: bare 0.01470, with exterior 0.00045
  R =    80 angstrom: bare 0.00300, with exterior 0.00009
  R =   120 angstrom: bare 0.00083, with exterior 0.00008
long period (reduced k = 0.02), R = 60 angstrom: bare error 0.14862, with exterior 0.00024 1/angstrom^3
finite spheroid, modulated part: error 0.00025 1/angstrom^3
dipole tensor diagonal, k = 0 sphere: [ 0.4254 -0.2268 -0.1986] 1/angstrom^3
dipole tensor diagonal, spiral k: [ 0.5143 -0.142  -0.3723] 1/angstrom^3
uniform part, z components in micro-eV:
  dipolar sphere -5.330
  Lorentz 2.342
  demagnetizing -1.220
  contact 4.497
  total 0.289
spiral part, in micro-eV (x real part, y imaginary part):
  dipolar 41.409, -11.433
  contact 13.492, 13.492
  total 54.900, 2.059
  total with Ewald 54.906, 2.055
ellipse semi-axes = 2.059, 54.900 micro-eV
muon in cell (1,-2,3), field vector in micro-eV:
  explicit moments [-48.832   0.959   0.289]
  Fourier formula  [-48.806   0.942   0.289]
lower edge of |b| = 2.079 micro-eV = 0.0359 tesla = 4.87 MHz
upper edge of |b| = 54.901 micro-eV = 0.9485 tesla = 128.55 MHz
middle half of the field range: 15.284 to 41.696 micro-eV
  probability from density 0.3707, counted 0.3706
```
